# Image-charge self-energy at the midplane of a silicon film: test program

```python
"""
Self-energy of an electron at the midplane of a dielectric film.

Result under test, relative to the same charge in unbounded film material:
    U = C/(eps_s*t) * log((eps_s + eps_ox)/(2*eps_ox))
C      = e^2/(4 pi eps0), in eV nm
t      = film thickness, in nm
eps_s  = relative permittivity of the film
eps_ox = relative permittivity of the thick layers on both sides
gamma  = (eps_s - eps_ox)/(eps_s + eps_ox), image-charge factor
z      = position measured from the midplane, in nm
d      = oxide thickness between the film and a grounded gate, in nm

The independent road solves the interface conditions for each in-plane
wavevector k and integrates either the field energy or the induced potential.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

C = const.e / (4 * np.pi * const.epsilon_0) * 1e9
KINETIC = const.hbar**2 / (2 * const.m_e * const.e) * 1e18  # eV nm^2


def image_factor(eps_s, eps_ox):
    return (eps_s - eps_ox) / (eps_s + eps_ox)


def log_energy(t, eps_s, eps_ox):
    return C / (eps_s * t) * np.log((eps_s + eps_ox) / (2 * eps_ox))


def gauss(low, high, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return (high + low) / 2 + (high - low) / 2 * x, (high - low) / 2 * w


def k_grid(t, z0=0.0, d=np.inf):
    longest = max(t, d) if np.isfinite(d) else t
    top = 40 / (t - 2 * abs(z0))
    edges = np.concatenate(([0.0], np.geomspace(0.1 / longest, top, 14)))
    parts = [gauss(a, b, 18) for a, b in zip(edges[:-1], edges[1:])]
    return (np.concatenate([p[0] for p in parts]),
            np.concatenate([p[1] for p in parts]))


def match_interfaces(k, z0, t, eps_s, eps_ox, d=np.inf):
    """Amplitudes for a unit sheet source at z0, with eps0 = 1.

    Columns: left oxide, film wave decaying from the left wall,
    film wave decaying from the right wall, right oxide.
    """
    h = t / 2
    coth = 1 / np.tanh(k * d)
    decay = np.exp(-k * t)
    left = np.exp(-k * (h + z0)) / (2 * eps_s * k)
    right = np.exp(-k * (h - z0)) / (2 * eps_s * k)
    matrix = np.zeros((len(k), 4, 4))
    rhs = np.zeros((len(k), 4, 1))
    # continuity of potential and displacement at the left wall
    matrix[:, 0, 0] = 1
    matrix[:, 0, 1] = -1
    matrix[:, 0, 2] = -decay
    rhs[:, 0, 0] = left
    matrix[:, 1, 0] = eps_ox * coth
    matrix[:, 1, 1] = eps_s
    matrix[:, 1, 2] = -eps_s * decay
    rhs[:, 1, 0] = eps_s * left
    # the same two conditions at the right wall
    matrix[:, 2, 3] = 1
    matrix[:, 2, 1] = -decay
    matrix[:, 2, 2] = -1
    rhs[:, 2, 0] = right
    matrix[:, 3, 3] = eps_ox * coth
    matrix[:, 3, 1] = -eps_s * decay
    matrix[:, 3, 2] = eps_s
    rhs[:, 3, 0] = eps_s * right
    return np.linalg.solve(matrix, rhs)[:, :, 0]


def induced_energy(t, eps_s, eps_ox, z0=0.0, d=np.inf):
    """Half the charge times the induced potential, summed over k."""
    k, w = k_grid(t, z0, d)
    amp = match_interfaces(k, z0, t, eps_s, eps_ox, d)
    phi = (amp[:, 1] * np.exp(-k * (z0 + t / 2))
           + amp[:, 2] * np.exp(k * (z0 - t / 2)))
    return C * np.sum(w * k * phi)


def sheet_field_energy(k, t, eps_s, eps_ox):
    """Integral of eps*|field|^2/2 over z for a midplane sheet source."""
    amp = match_interfaces(k, 0.0, t, eps_s, eps_ox)
    kk = k[:, None]
    total = np.zeros(len(k))
    for low, high, side in ((-t / 2, 0.0, 1), (0.0, t / 2, -1)):
        z, w = gauss(low, high, 60)
        bulk = np.exp(-kk * np.abs(z)) / (2 * eps_s * kk)
        wave_l = amp[:, 1:2] * np.exp(-kk * (z + t / 2))
        wave_r = amp[:, 2:3] * np.exp(kk * (z - t / 2))
        phi = bulk + wave_l + wave_r
        slope = kk * (side * bulk - wave_l + wave_r)
        total += (eps_s / 2 * (slope**2 + kk**2 * phi**2)) @ w
    # energy of the exponential tails in both oxides
    return total + eps_ox * k / 2 * (amp[:, 0]**2 + amp[:, 3]**2)


def field_energy(t, eps_s, eps_ox):
    k, w = k_grid(t)
    change = (sheet_field_energy(k, t, eps_s, eps_ox)
              - sheet_field_energy(k, t, eps_s, eps_s))
    return 2 * C * np.sum(w * k * change)


def image_profile(z, t, eps_s, eps_ox, terms=240):
    """Energy at position z from the image series."""
    z = np.atleast_1d(np.asarray(z, dtype=float))
    g = image_factor(eps_s, eps_ox)
    total = np.zeros_like(z)
    for n in range(1, terms + 1):
        if n % 2:
            total += g**n * 2 * n * t / ((n * t)**2 - 4 * z**2)
        else:
            total += 2 * g**n / (n * t)
    return C / (2 * eps_s) * total


# Rough typical values for an ultrathin silicon-on-insulator film.
t = 5.0
eps_s, eps_ox = 11.7, 3.9
eps_high, eps_fast = 22.0, 2.1
d_thick, d_thin = 100.0, 1.0
mass_heavy, mass_light = 0.92, 0.19
temperature = 300.0
barrier, mass_oxide = 3.1, 0.5
phonon = 0.060
density_low = 1e9  # cm^-2
edge_width = 0.3
g = image_factor(eps_s, eps_ox)
U = log_energy(t, eps_s, eps_ox)

# Field energy against the logarithm: thickness law, factor 1/2 and sign.
worst = 0.0
for thickness in (3.0, 5.0, 10.0):
    for outside in (1.0, eps_fast, eps_ox, eps_high):
        direct = field_energy(thickness, eps_s, outside)
        formula = log_energy(thickness, eps_s, outside)
        worst = max(worst, abs(direct / formula - 1))
assert worst < 1e-6
assert field_energy(t, eps_s, eps_high) < 0 < field_energy(t, eps_s, eps_ox)

# Image potentials must satisfy both real-space interface conditions.
def film_potential(rho, z):
    n = np.arange(-80, 81)
    return np.sum(g**np.abs(n) / np.hypot(rho, z - n * t)) / eps_s


def oxide_potential(rho, z):
    n = np.arange(0, 81)
    return (1 + g) * np.sum(g**n / np.hypot(rho, z + n * t)) / eps_s


step = 1e-4
for rho in (0.0, 1.0, 4.0, 15.0):
    film = film_potential(rho, t / 2)
    oxide = oxide_potential(rho, t / 2)
    assert abs(film / oxide - 1) < 1e-10
    slope_film = (film_potential(rho, t / 2 + step)
                  - film_potential(rho, t / 2 - step)) / (2 * step)
    slope_oxide = (oxide_potential(rho, t / 2 + step)
                   - oxide_potential(rho, t / 2 - step)) / (2 * step)
    assert abs(eps_s * slope_film / (eps_ox * slope_oxide) - 1) < 1e-5

# Off-midplane images against interface matching; location of the minimum.
for z0 in (-1.8, 0.7, 1.5, 2.2):
    series = image_profile(z0, t, eps_s, eps_ox)[0]
    direct = induced_energy(t, eps_s, eps_ox, z0=z0)
    assert abs(series / direct - 1) < 1e-7
scan = np.linspace(-0.48 * t, 0.48 * t, 97)
scan_energy = np.array([induced_energy(t, eps_s, eps_ox, z0=p) for p in scan])
assert np.argmin(scan_energy) == len(scan) // 2

# Partial sums against the independently integrated energy.
U_direct = induced_energy(t, eps_s, eps_ox)
partial = {}
for count in (1, 2, 4, 8, 16):
    n = np.arange(1, count + 1)
    partial[count] = C / (eps_s * t) * np.sum(g**n / n)
    bound = C / (eps_s * t) * abs(g)**(count + 1) / ((count + 1) * (1 - abs(g)))
    assert abs(U_direct - partial[count]) <= bound + 1e-10

# Distant-gate law against the full gated interface problem.
def gate_law(distance):
    return -C / eps_ox * np.log(2) / (2 * distance)


far = 1000 * t
far_change = induced_energy(t, eps_s, eps_ox, d=far) - U_direct
assert abs(far_change / gate_law(far) - 1) < 3e-3
U_thick = induced_energy(t, eps_s, eps_ox, d=d_thick)
gate_change = U_thick - U_direct
assert abs(gate_change / gate_law(d_thick) - 1) < 0.1
U_thin = induced_energy(t, eps_s, eps_ox, d=d_thin)
assert U_thin < 0 < U_thick
d_zero = brentq(lambda x: induced_energy(t, eps_s, eps_ox, d=x), 0.5, 200)

# Hard-wall subbands with the complete position-dependent image energy.
z_nodes, z_weights = gauss(-t / 2, t / 2, 500)
profile = image_profile(z_nodes, t, eps_s, eps_ox)


def subband(mass, size):
    n = np.arange(1, size + 1)
    basis = np.sqrt(2 / t) * np.sin(np.pi * np.outer(z_nodes + t / 2, n) / t)
    levels = KINETIC / mass * (np.pi * n / t)**2
    potential = basis.T @ ((z_weights * profile)[:, None] * basis)
    ground = np.linalg.eigvalsh(np.diag(levels) + potential)[0]
    return levels[0], potential[0, 0], ground - levels[0]


E_heavy, average, shift_heavy = subband(mass_heavy, 28)
E_light, average_light, shift_light = subband(mass_light, 28)
assert abs(shift_heavy - subband(mass_heavy, 14)[2]) < 2e-5
assert U < shift_heavy < average
assert U < shift_light < average_light

z_edge, w_edge = gauss(t / 2 - edge_width, t / 2, 80)
edge_part = 2 * np.sum(w_edge * 2 / t * np.cos(np.pi * z_edge / t)**2
                       * image_profile(z_edge, t, eps_s, eps_ox))
penetration = np.sqrt(KINETIC / (mass_oxide * barrier))
t_equal = KINETIC * np.pi**2 / mass_heavy / (U * t)

# Speed of response, screening and degeneracy estimates.
kT = const.k * temperature / const.e
speed = np.sqrt(2 * const.k * temperature / (mass_light * const.m_e))
transit = const.hbar * speed / (t * 1e-9) / const.e
U_fast = log_energy(t, eps_s, eps_fast)
screen_length = eps_ox * kT / (2 * np.pi * C * density_low * 1e-14)
density_screen = eps_ox * kT / (2 * np.pi * C * t) * 1e14
density_degenerate = 2 * mass_light * kT / (2 * np.pi * KINETIC) * 1e14

print(f"film thickness t = {t:.1f} nm")
print(f"film permittivity (rough) = {eps_s:.1f}")
print(f"oxide static permittivity (rough) = {eps_ox:.1f}")
print(f"e^2/(4 pi eps0) = {C:.5f} eV nm")
print(f"image factor gamma = {g:.4f}")
print(f"logarithm = {-np.log(1 - g):.5f}")
print(f"prefactor C/(eps_s t) = {1e3 * C / (eps_s * t):.3f} meV")
for count, value in partial.items():
    print(f"partial sum, {count} terms = {1e3 * value:.3f} meV")
print(f"midplane U, formula = {1e3 * U:.3f} meV")
print(f"midplane U, field energy = {1e3 * field_energy(t, eps_s, eps_ox):.3f} meV")
print(f"largest relative formula error = {worst:.1e}")
print(f"U times t = {1e3 * U * t:.2f} meV nm")
for thickness in (3.0, 10.0, 20.0):
    value = 1e3 * log_energy(thickness, eps_s, eps_ox)
    print(f"U at t = {thickness:.0f} nm: {value:.3f} meV")
print(f"high permittivity insulator (rough) = {eps_high:.1f}")
print(f"U with that insulator = {1e3 * log_energy(t, eps_s, eps_high):.3f} meV")
print(f"thermal energy at {temperature:.0f} K = {1e3 * kT:.2f} meV")
print(f"heavy, light masses (rough) = {mass_heavy:.2f}, {mass_light:.2f} m0")
print(f"hard-wall level, heavy mass = {1e3 * E_heavy:.2f} meV")
print(f"hard-wall level, light mass = {1e3 * E_light:.2f} meV")
print(f"thickness where U = heavy level: {t_equal:.2f} nm")
print(f"image energy averaged over ground state = {1e3 * average:.2f} meV")
print(f"average divided by midplane U = {average / U:.3f}")
print(f"full subband shift, heavy mass = {1e3 * shift_heavy:.2f} meV")
print(f"full subband shift, light mass = {1e3 * shift_light:.2f} meV")
print(f"average from outer {edge_width:.1f} nm at both walls = {1e3 * edge_part:.2f} meV")
print(f"barrier, oxide mass (rough) = {barrier:.1f} eV, {mass_oxide:.1f} m0")
print(f"amplitude penetration depth = {penetration:.3f} nm")
print(f"thick oxide d = {d_thick:.0f} nm")
print(f"gate correction, full = {1e3 * gate_change:.3f} meV")
print(f"gate correction, distant law = {1e3 * gate_law(d_thick):.3f} meV")
print(f"U with gates at thick oxide = {1e3 * U_thick:.3f} meV")
print(f"U with gates at {d_thin:.0f} nm oxide = {1e3 * U_thin:.3f} meV")
print(f"oxide thickness where gated U = 0: {d_zero:.2f} nm")
print(f"oxide electronic permittivity (rough) = {eps_fast:.1f}")
print(f"U with electronic permittivity = {1e3 * U_fast:.2f} meV")
print(f"in-plane transit energy hbar v/t = {1e3 * transit:.1f} meV")
print(f"oxide polar phonon energy (rough) = {1e3 * phonon:.0f} meV")
print(f"screening length at {density_low:.0e} cm^-2 = {screen_length:.0f} nm")
print(f"density for screening length t = {density_screen:.2e} cm^-2")
print(f"degeneracy density scale = {density_degenerate:.2e} cm^-2")
print("PASS")
```

Printed output:

```
film thickness t = 5.0 nm
film permittivity (rough) = 11.7
oxide static permittivity (rough) = 3.9
e^2/(4 pi eps0) = 1.43996 eV nm
image factor gamma = 0.5000
logarithm = 0.69315
prefactor C/(eps_s t) = 24.615 meV
partial sum, 1 terms = 12.307 meV
partial sum, 2 terms = 15.384 meV
partial sum, 4 terms = 16.794 meV
partial sum, 8 terms = 17.052 meV
partial sum, 16 terms = 17.062 meV
midplane U, formula = 17.062 meV
midplane U, field energy = 17.062 meV
largest relative formula error = 2.0e-15
U times t = 85.31 meV nm
U at t = 3 nm: 28.436 meV
U at t = 10 nm: 8.531 meV
U at t = 20 nm: 4.265 meV
high permittivity insulator (rough) = 22.0
U with that insulator = -6.565 meV
thermal energy at 300 K = 25.85 meV
heavy, light masses (rough) = 0.92, 0.19 m0
hard-wall level, heavy mass = 16.35 meV
hard-wall level, light mass = 79.16 meV
thickness where U = heavy level: 4.79 nm
image energy averaged over ground state = 19.77 meV
average divided by midplane U = 1.159
full subband shift, heavy mass = 19.63 meV
full subband shift, light mass = 19.74 meV
average from outer 0.3 nm at both walls = 0.24 meV
barrier, oxide mass (rough) = 3.1 eV, 0.5 m0
amplitude penetration depth = 0.157 nm
thick oxide d = 100 nm
gate correction, full = -1.194 meV
gate correction, distant law = -1.280 meV
U with gates at thick oxide = 15.868 meV
U with gates at 1 nm oxide = -6.327 meV
oxide thickness where gated U = 0: 2.50 nm
oxide electronic permittivity (rough) = 2.1
U with electronic permittivity = 29.28 meV
in-plane transit energy hbar v/t = 28.8 meV
oxide polar phonon energy (rough) = 60 meV
screening length at 1e+09 cm^-2 = 1114 nm
density for screening length t = 2.23e+11 cm^-2
degeneracy density scale = 4.10e+12 cm^-2
PASS
```
